# Weak-Collision Efficiency for Exponential-Down Energy Transfer at Low Pressure

## The decision in a reactor calculation

A gas-phase model of silicon deposition needs the rate at which silane decomposes in collisions with a carrier gas. At low pressure the strong-collision rate is easily computed, but it overestimates the true rate, because real collisions move little energy. The modeller must decide whether one correction factor suffices or a master equation has to be solved. If one factor is used, a second choice follows: is the energy removed in a collision to be compared with $kT$, or with a larger energy that accounts for the growth of the state density? For the silane example below, taking $kT$ makes the rate one third too high, while the corrected energy reproduces the master equation within one per cent.

The factor is

$$
\beta=\left(\frac{a}{a+F_E kT}\right)^2 ,
$$

where $a$ is the mean size of a downward energy jump and $F_E$ is defined below. The square is exact if the downward jumps follow an exponential law and the Boltzmann population is exponential around the threshold. For a real state density it is an approximation.

## Model and conventions

Let $E$ be the internal energy above the zero-point level, $\rho(E)$ the state density and $E_0$ the reaction threshold. The Boltzmann population, normalized to one molecule, is

$$
f(E)=\frac{\rho(E)e^{-E/kT}}{Q},
$$

with $Q$ the partition function. Collisions occur at a rate $Z$ that does not depend on $E$. The probability density for a jump from $E$ to $E'$ is written $P(E',E)$, with the final energy first. Exponential-down transfer means

$$
P(E',E)=\frac{1}{N}e^{-(E-E')/a},\qquad E'<E .
$$

In the low-pressure limit a molecule lifted above $E_0$ reacts before its next collision, so no molecule returns from there. Under strong collisions each collision restores the Boltzmann distribution, and the rate is

$$
R_{\rm sc}=Z\int_{E_0}^{\infty}f(E)\,dE .
$$

The efficiency is $\beta=R/R_{\rm sc}$, with $R$ the true rate. The correction factor is defined by

$$
F_E=\frac{1}{kT f(E_0)}\int_{E_0}^{\infty}f(E)\,dE,\qquad b=F_E kT .
$$

Suppose that $\rho$ grows as $e^{E/s}$ near the threshold. Then $f$ is proportional to $e^{-E(1/kT-1/s)}$. Its integral above $E_0$ is $f(E_0)$ divided by the decay constant, so

$$
\frac1b=\frac1{kT}-\frac1s,\qquad F_E=\frac{1}{1-kT/s}.
$$

Thus $b$ is the energy over which the population falls by a factor $e$. It exceeds $kT$ because the growing number of states partly offsets the Boltzmann factor. The condition $s>kT$ is essential: otherwise $f$ does not fall at the threshold, and the picture of a rare excited tail is lost. Both derivations take $f(E)=f_0e^{-(E-E_0)/b}$, with $f_0=f(E_0)$, over the energies that matter, and $E_0$ much larger than both $a$ and $b$, so that the bottom of the energy ladder can be moved to $-\infty$.

Upward jumps follow from detailed balance, $P(E',E)f(E)=P(E,E')f(E')$. For $E'>E$,

$$
P(E',E)=\frac1N e^{-(E'-E)/a}\,e^{-(E'-E)/b}
=\frac1N e^{-(E'-E)/g},\qquad \frac1g=\frac1a+\frac1b .
$$

The downward jumps integrate to $a/N$ and the upward ones to $g/N$. Total probability one requires $N=a+g$. Three combinations are used repeatedly:

$$
g=\frac{ab}{a+b},\qquad a+g=\frac{a(a+2b)}{a+b},\qquad
\frac{g}{a+g}=\frac{b}{a+2b}.
$$

## First derivation: the depleted population

Let $y=E_0-E$ be the depth below threshold and $n(y)$ the steady population density. Reaction drains the ladder at the top, and molecules are supplied far below. Where there is no supply, the number leaving a level in collisions equals the number arriving:

$$
(a+g)n(y)=I_1(y)+I_2(y),
$$

$$
I_1=\int_0^y e^{-(y-u)/a}n(u)\,du,\qquad
I_2=\int_y^\infty e^{-(u-y)/g}n(u)\,du .
$$

The first integral collects downward jumps from shallower levels. It starts at $u=0$ because nothing returns from above threshold. The second collects upward jumps.

Try $n=f_0(Ae^{y/b}+C)$: an equilibrium part and a constant part. For $e^{u/b}$, using $1/a+1/b=1/g$ and $1/g-1/b=1/a$,

$$
\begin{aligned}
I_1&=e^{-y/a}\int_0^y e^{u/g}du=g\left(e^{y/b}-e^{-y/a}\right),\\
I_2&=e^{y/b}\int_0^\infty e^{-v/a}dv=a\,e^{y/b}.
\end{aligned}
$$

The exponent in the first line follows from $y/g-y/a=y/b$. For the constant 1,

$$
I_1=a\left(1-e^{-y/a}\right),\qquad I_2=g .
$$

In both cases the sum is $(a+g)$ times the trial function, minus a term in $e^{-y/a}$. That term is the missing return from above threshold. The two missing terms must cancel:

$$
Ag+Ca=0,\qquad C=-A\frac ga=-A\frac{b}{a+b}.
$$

Deep levels are thermal, so $A=1$. The ratio of the true population to the Boltzmann population is therefore

$$
h(y)=\frac{n(y)}{f_0e^{y/b}}=1-\frac{b}{a+b}e^{-y/b}.
$$

No other solution has been missed. Differentiation gives $I_1'=n-I_1/a$ and $I_2'=-n+I_2/g$. With $n=(I_1+I_2)/(a+g)$ these are two linear first-order equations with two free constants. One constant is fixed by $I_1(0)=0$, the other by the thermal population at depth.

At the threshold $h(0)=a/(a+b)$. Just below $E_0$ the population is reduced because the molecules that would have come down from above have reacted. The reduction fades over the depth $b$.

The rate counts all jumps across the threshold. A molecule at depth $u$ needs an upward jump larger than $u$, which has probability $g e^{-u/g}/(a+g)$. Hence

$$
\begin{aligned}
R&=\frac{Zg}{a+g}\int_0^\infty n(u)e^{-u/g}du\\
&=\frac{Zf_0g}{a+g}\left[\int_0^\infty e^{-u/a}du-\frac{b}{a+b}\int_0^\infty e^{-u/g}du\right]\\
&=\frac{Zf_0g}{a+g}\left[a-\frac{gb}{a+b}\right].
\end{aligned}
$$

Insert $g=ab/(a+b)$ in the bracket:

$$
a-\frac{ab^2}{(a+b)^2}=a\,\frac{(a+b)^2-b^2}{(a+b)^2}
=\frac{a^2(a+2b)}{(a+b)^2}.
$$

The prefactor is $g/(a+g)=b/(a+2b)$, so $a+2b$ cancels:

$$
R=Zf_0b\,\frac{a^2}{(a+b)^2}.
$$

Since $R_{\rm sc}=Zf_0b$, division gives $\beta=[a/(a+b)]^2$.

The constant part of $n$ shows how the current is carried. The mean energy change per collision, with upward changes positive, is

$$
\langle\Delta E\rangle=\frac{g^2-a^2}{a+g}=g-a=-\frac{a^2}{a+b}.
$$

Far below threshold the equilibrium part carries no net current. A uniform population density $C f_0$ drifts there with current $ZCf_0\langle\Delta E\rangle$. Both $C$ and $\langle\Delta E\rangle$ are negative, so the current is upward and equals $Zf_0[b/(a+b)][a^2/(a+b)]$, which is $R$ again. Because $1-\sqrt\beta=b/(a+b)$, the result can also be written

$$
\frac{\beta}{1-\sqrt\beta}=\frac{a^2}{b(a+b)}=-\frac{\langle\Delta E\rangle}{b}.
$$

This form serves when the mean transfer over all collisions of molecules near the threshold is given instead of $a$. The two energies must not be interchanged: $|\langle\Delta E\rangle|$ is smaller than $a$ by the factor $a/(a+b)$.

## Second derivation: the fate of one energized molecule

The same efficiency can be found by following the reverse process, in which an energized molecule has just been formed above threshold and must be stabilized by collisions.

The rate is the flux from below to above. Detailed balance reverses each jump:

$$
\begin{aligned}
R&=Z\int_{E>E_0}\!\!dE\int_{E'<E_0}\!\!dE'\,P(E,E')f(E')h(E')\\
&=Z\int_{E>E_0}\!\!dE\,f(E)\int_{E'<E_0}\!\!dE'\,P(E',E)h(E').
\end{aligned}
$$

The function $h$ acquires a new meaning here. Substituting $n=fh$ into the steady-state equation and applying detailed balance gives, below threshold,

$$
h(E)=\int_{E'<E_0}P(E',E)h(E')\,dE' .
$$

This is the equation for the probability that a molecule at $E$ relaxes to great depth without first crossing $E_0$: it makes one jump, must land below $E_0$, and then faces the same question. The boundary value also agrees, since $h\to1$ at great depth. Therefore $\beta$ is the probability that a molecule placed thermally above $E_0$ is brought below by its first collision and then relaxes without crossing again.

The crossing probability follows from a conserved average. Let $\epsilon$ be the energy change in one jump of the unbounded ladder. Then

$$
\begin{aligned}
\left\langle e^{\epsilon/b}\right\rangle
&=\frac{1}{a+g}\left[\int_0^\infty e^{-x/g+x/b}dx+\int_0^\infty e^{-x/a-x/b}dx\right]\\
&=\frac{a+g}{a+g}=1 .
\end{aligned}
$$

So the mean of $M=e^{(E-E_0)/b}$ does not change from jump to jump. A molecule starting at depth $y$ has $M=e^{-y/b}$. It either crosses $E_0$ at some time, with probability $p(y)$, or drifts to great depth, where $M\to0$. The drift is downward because $g<a$. Before crossing $M$ is below one, and at crossing its mean is finite, so the average may be taken at the end of the history:

$$
e^{-y/b}=p(y)\left\langle e^{x/b}\right\rangle_{\rm cross}.
$$

Here $x$ is the energy above $E_0$ on arrival. An exponential jump that is known to exceed the distance to threshold has an excess with the same exponential law, of mean $g$, whatever that distance was. Thus

$$
\left\langle e^{x/b}\right\rangle_{\rm cross}=\frac1g\int_0^\infty e^{-x/g+x/b}dx=\frac ag=\frac{a+b}{b},
$$

$$
p(y)=\frac{b}{a+b}e^{-y/b},\qquad h(y)=1-p(y).
$$

Now place the molecule at $E_0+x$ with the thermal density $e^{-x/b}/b$. The probability that one collision takes it below threshold is

$$
\begin{aligned}
w&=\int_0^\infty\frac{e^{-x/b}}{b}\,\frac{a e^{-x/a}}{a+g}\,dx
=\frac{a}{b(a+g)}\int_0^\infty e^{-x/g}dx\\
&=\frac{ag}{b(a+g)}=\frac{a}{a+2b}.
\end{aligned}
$$

Its landing depth again has an exponential law, now with mean $a$. The probability of staying below is

$$
\begin{aligned}
q&=1-\frac{b}{a+b}\int_0^\infty\frac{e^{-y/a}}{a}e^{-y/b}dy
=1-\frac{b}{a+b}\,\frac ga\\
&=1-\frac{b^2}{(a+b)^2}=\frac{a(a+2b)}{(a+b)^2}.
\end{aligned}
$$

The product is $\beta=wq=a^2/(a+b)^2$, as before. The square is thus not the product of two equal collision probabilities: $w$ and $q$ differ, and $a+2b$ cancels between them.

## What each derivation assumes

Both use an energy-independent collision rate, an exponential $f$, exponential downward jumps and immediate reaction above threshold. They differ in what carries the argument.

The first assumes a steady current supplied from far below. It yields the population itself, and uses detailed balance only to fix the upward kernel. If the upward jumps had an independently given mean $g<a$, but still the same prefactor $1/N$ as the downward ones, the same two-term solution would hold with $1/b$ replaced by $1/g-1/a$. The population at depth would then follow that exponent instead of the Boltzmann law.

The second needs detailed balance for pairs of levels across the threshold, to reverse the flux, and for pairs below it, to read $h$ as a relaxation probability. In return it shows what depends on the jump law. The average $\langle e^{\epsilon/b}\rangle=1$ holds for any jump law that depends only on the energy difference and obeys detailed balance with an exponential $f$, because $P(\epsilon)e^{\epsilon/b}=P(-\epsilon)$. The exponential law enters through the distributions of the excess on crossing and of the landing depth. For another law these depend on the starting energy, and the simple square is no longer guaranteed.

The step from flux to rate constant needs one more condition: the depletion must remove a negligible part of the whole population. For a ladder with $a=b/2$ and its top at $12b$, numerical diagonalization of the collision matrix gives a slowest decay rate whose ratio to $Z\beta e^{-12}$ is 1.000.

Two limits show the range. For $a\gg b$, $\beta\approx1-2b/a$, and the strong-collision rate is recovered. For $a\ll b$, $\beta\approx(a/b)^2$: molecules diffuse up the ladder in small steps, and halving the step size costs a factor of four in rate.

## Silane in nitrogen

Consider SiH$_4\to$ SiH$_2$ + H$_2$ at 900 K in 1 Torr of nitrogen. The threshold $E_0=2.4$ eV, the jump energy $a=0.040$ eV and the collision diameter 0.45 nm are rough typical values. Restricted Hartree–Fock theory in the 6-31G* basis gives a bond length of 0.1475 nm and harmonic wavenumbers of 1016 (three modes), 1051 (two), 2382 (three) and 2390 cm$^{-1}$ (one). These values use spherical d functions and are not converged in the basis: def2-TZVP leaves the bond length unchanged but lowers the two stretching wavenumbers by 55 to 60 cm$^{-1}$ and the bending ones by 5 to 8 cm$^{-1}$, which raises the state density at threshold by about 10 % and the final rate by about 7 %, while $\beta$ moves only from 0.0874 to 0.0873. This level omits electron correlation, and the harmonic treatment omits anharmonicity.

A smooth state density comes from the vibrational partition function $Q(t)$ at inverse temperature $t$, inverted at its saddle point:

$$
\rho(E)=\frac{Q(t)e^{tE}}{\sqrt{2\pi\,d^2\ln Q/dt^2}},\qquad E=-\frac{d\ln Q}{dt}.
$$

At threshold $\rho=1.27\times10^6$ eV$^{-1}$, and $\ln\rho$ rises by 2.472 per eV. With $kT=0.07756$ eV the local slope gives

$$
F_E\approx\frac{1}{1-0.07756\times2.472}=1.237,
$$

while numerical integration of the definition gives 1.229. The integral is smaller because the slope of $\ln\rho$ decreases above $E_0$. A direct count of harmonic levels gives a thermal tail above $E_0$ that the smooth density reproduces to about 2 % at this threshold, and to within about 4 % for thresholds between 2.3 and 2.5 eV.

With the integral value, $b=1.229\times0.07756=0.0953$ eV, and

$$
\beta=\left(\frac{0.0400}{0.0400+0.0953}\right)^2=(0.2956)^2=0.087 .
$$

The formula puts the population just below threshold at 30 % of its Boltzmann value; with the full state density the master equation gives 29 %. For molecules near the threshold the mean transfer is $-0.0400\times0.2956=-0.0118$ eV per collision.

For comparison, the steady-state equation was solved on an energy grid with the full $\rho(E)$, the normalization $N$ being found at each energy. This gives 0.0868 against 0.0874 from the formula, a difference of 0.7 %. Setting $F_E=1$ gives 0.116, which is 33 % above the grid result.

The Boltzmann fraction above threshold is $\rho(E_0)b\,e^{-E_0/kT}/Q=1.38\times10^{-9}$, with $Q=3.19$. Hard-sphere collisions occur at $7.70\times10^6$ s$^{-1}$. Hence

$$
R_{\rm sc}=1.06\times10^{-2}\ {\rm s^{-1}},\qquad
R=0.0874\,R_{\rm sc}=9.3\times10^{-4}\ {\rm s^{-1}} .
$$

The population missing below threshold is about $2\times10^{-8}$ of the total, so $R$ may be used as a rate constant.

## How far the numbers can be trusted

Among the molecular inputs, the jump energy matters most for $\beta$. With everything else fixed, the formula gives 0.030 for $a=0.02$ eV and 0.208 for $a=0.08$ eV; both agree with the master equation to about 1 %. Replacing the exponential law by a Gaussian one with the same mean downward step lowers the grid result from 0.0868 to 0.0844. In this example a twofold change in the size of the jumps matters far more than this change of law.

Temperature acts through both $kT$ and $F_E$. At fixed $a$, the formula gives 0.1063 at 800 K and 0.0725 at 1000 K; the grid solutions, 0.1058 and 0.0718, agree to about 1 % or better. Treating the three molecular rotations as active, with the same threshold for the total energy, raises $F_E$ to 1.29 and lowers $\beta$ to 0.082. The effect on the rate itself is far larger: the population above threshold grows about tenfold, so that $R_{\rm sc}$ becomes 0.10 s$^{-1}$ and $R$ becomes $8.6\times10^{-3}$ s$^{-1}$, nine times the value above. This treatment ignores conservation of angular momentum, but it shows that the absolute rate, unlike $\beta$, depends strongly on how rotation is handled.

Errors in the frequencies and the threshold affect the rate much more than the efficiency. Lowering all frequencies by a tenth changes $\beta$ by less than 1 % but raises $R$ to $1.5\times10^{-3}$ s$^{-1}$. Shifting $E_0$ by 0.1 eV changes $\beta$ by about 1 %, whereas the factor $e^{-E_0/kT}$ alone changes by $e^{0.1/0.0776}\approx3.6$.

The low-pressure assumption can be sized with the statistical reaction rate for one open channel, $1/(2\pi\hbar\rho)=1.9\times10^8$ s$^{-1}$ at threshold, about 25 times the collision rate. Letting excited molecules react at this one-channel rate, evaluated at each energy, lowers $R$ by 0.7 %, or by 1.5 % with the reduced frequencies. More open channels would make the loss smaller. At much higher pressure collisions compete with reaction, and $\beta$ alone no longer gives the rate.

The chosen temperature and pressure lie in the rough range of low-pressure silicon deposition from silane. A real reactor departs from the model in its gas: silane and hydrogen are colliders too, each with its own $a$, and the twofold changes in $a$ above show that this can move the rate by a factor of two to three. The collision rate changes as well: at equal pressure and collision diameter, light hydrogen collides with silane 2.8 times as often as nitrogen does. Silane also reacts on the hot surface, which this gas-phase rate does not describe. With the rate constant found here, even pure silane at 1 Torr between plates 5 mm apart would add only about 0.03 nm of film per minute on each plate, or about 0.3 nm with active rotations, if each decomposition deposits one silicon atom. Much faster growth then has to come mainly from the surface reaction. The lowering of the threshold by molecular rotation is left out as well; it would enter $R_{\rm sc}$ and has not been sized here. Within these limits, the single factor with $F_E$ can replace the master equation for this example. Both need $a$ as an input, so an uncertain $a$ limits the accuracy of either and is no reason to prefer the master equation.
